\section*{Transmission through a four-site ring threaded by half a flux quantum}

\section*{Question}

I have a ring of four sites, numbered 1 to 4 in cyclic order, with hopping magnitude $t$ on every link. Sites 2 and 4 share the energy $\varepsilon_b$. One-dimensional leads are attached to the opposite corners 1 and 3, and a flux $\Phi$ enters through Peierls phases. I have to show that half a flux quantum blocks transmission at every propagating energy.

Eliminating sites 2 and 4 gives me an effective coupling between the contacts proportional to $\cos(\varphi/2)/(E-\varepsilon_b)$, where $\varphi$ is the total phase around the ring. It vanishes at $\varphi=\pi$, except that at $E=\varepsilon_b$ I get $0/0$. Is that energy an exception? A second thing worries me: at $0.49$ of a flux quantum my numerical transmission is tiny over most of the band but seems to climb to one near the band edges. How does that fit with complete blocking at $0.50$?

\section*{Answer}

The energy $E=\varepsilon_b$ is not an exception. The $0/0$ comes from dividing by $E-\varepsilon_b$, and the division can be avoided. Peaks that reach one near the band edges are a real feature of the uniform ring worked out below, and they are compatible with the blocking.

\subsection*{Conventions}

The flux quantum is $\Phi_0=h/e$, so half a quantum is $h/2e$. I assume coherent, noninteracting electrons without spin-orbit coupling, and a flux that acts through the Peierls phases alone. With $\varphi=2\pi\Phi/\Phi_0$ shared equally among the links, the ring has
\begin{equation}
H_{j+1,j}=-t\,e^{i\varphi/4},\qquad H_{j,j+1}=-t\,e^{-i\varphi/4},
\end{equation}
where site 5 means site 1. Equal sharing costs no generality: redefining the phase of a site state (and of the whole lead attached to it) moves phase between links but leaves their sum unchanged. The sign of the charge reverses $\varphi$, which will not affect the transmission.

The leads have site energy zero and hopping $-t_L$, so $E=-2t_L\cos k$, with $0<k<\pi$ for propagating states. They couple to sites 1 and 3 through $-v_1$ and $-v_3$.

\subsection*{Replacing the leads by a source and self-energies}

Let $u_j$ be the ring amplitudes. On the left lead, sites $n\le-1$, write $\psi_n=e^{ikn}+r e^{-ikn}$. The equation at $n=-1$ is that of an unbroken lead, except that $v_1u_1$ stands where $t_L\psi_0$ would be. Hence $t_L(1+r)=v_1u_1$, and
\begin{align}
\psi_{-1}&=e^{-ik}+re^{ik}=(e^{-ik}-e^{ik})+(1+r)e^{ik}\nonumber\\
&=-2i\sin k+\frac{v_1}{t_L}e^{ik}u_1 .
\end{align}
The lead enters the equation of site 1 through $-v_1\psi_{-1}=2iv_1\sin k+\Sigma_1u_1$, with $\Sigma_j=-(v_j^2/t_L)e^{ik}$. On the right lead, sites $n\ge1$, the wave is $\tau e^{ikn}$. The same argument gives $t_L\tau=v_3u_3$ and a term $-v_3\tau e^{ik}=\Sigma_3u_3$ at site 3.

Define $x=E-\varepsilon_b$, $a_j=E-\varepsilon_j-\Sigma_j$ for $j=1,3$, and $J=2iv_1\sin k$. The four ring equations are
\begin{align}
a_1u_1+t e^{-i\varphi/4}u_2+t e^{i\varphi/4}u_4&=J,\label{s1}\\
x u_2+t e^{i\varphi/4}u_1+t e^{-i\varphi/4}u_3&=0,\label{s2}\\
a_3u_3+t e^{i\varphi/4}u_2+t e^{-i\varphi/4}u_4&=0,\label{s3}\\
x u_4+t e^{-i\varphi/4}u_1+t e^{i\varphi/4}u_3&=0.\label{s4}
\end{align}
Both leads have the same velocity, so the transmission probability is $T=|\tau|^2=(v_3/t_L)^2|u_3|^2$.

\subsection*{Elimination without division}

Multiply \eqref{s1} and \eqref{s3} by $x$, then replace $xu_2$ and $xu_4$ using \eqref{s2} and \eqref{s4}. In the first equation, the two returns to site 1 contribute $-t^2u_1$ each, and the two routes from site 3 contribute $-t^2(e^{-i\varphi/2}+e^{i\varphi/2})u_3$. The other equation works the same way. With $C=\cos(\varphi/2)$,
\begin{align}
(a_1x-2t^2)u_1-2t^2C\,u_3&=xJ,\label{r1}\\
(a_3x-2t^2)u_3-2t^2C\,u_1&=0.\label{r3}
\end{align}
Multiply \eqref{r1} by $2t^2C$ and insert $2t^2Cu_1=(a_3x-2t^2)u_3$ from \eqref{r3}:
\begin{equation}
D\,u_3=2t^2C\,xJ,\qquad D=(a_1x-2t^2)(a_3x-2t^2)-4t^4C^2 .
\label{main}
\end{equation}
Nothing was divided by $x$, so this holds at $E=\varepsilon_b$ too.

At half a flux quantum $C=0$, and the right side vanishes. To conclude that $u_3=0$ we need $D\ne0$. A zero of $D$ would require $a_jx=2t^2$ for one of the contacts. But $\operatorname{Im}a_j=(v_j^2/t_L)\sin k>0$ inside the band, while $x$ is real. The product can therefore be real only if $x=0$, and then it equals zero, not $2t^2$. So $D\neq0$, $u_3=0$ and $T=0$ at every propagating energy. The contact energies and couplings may differ. The same holds at every odd multiple of $h/2e$, where $C$ is again zero.

For instance, take $t_L=t$, $\varepsilon_b=-0.2t$, contact energies $0.3t$ and $-0.5t$, and contact couplings $0.8t$ and $1.3t$. Over energies sampled across the band, including $E=\varepsilon_b$, the largest half-flux transmission found by matching lead waves is $3.6\times10^{-30}$, which is round-off. At zero flux the same ring reaches $0.926$.

\subsection*{Why the energy does not matter}

At $\varphi=\pi$, site 1 couples to one combination of the arm sites and site 3 to another:
\begin{align}
|b_1\rangle&=\tfrac1{\sqrt2}\left(e^{i\pi/4}|2\rangle+e^{-i\pi/4}|4\rangle\right),\\
|b_3\rangle&=\tfrac1{\sqrt2}\left(e^{-i\pi/4}|2\rangle+e^{i\pi/4}|4\rangle\right).
\end{align}
Their overlap is $\langle b_3|b_1\rangle=\tfrac12(e^{i\pi/2}+e^{-i\pi/2})=0$. Since sites 2 and 4 have equal energies, the Hamiltonian does not mix these two states. The ring splits into the pairs $\{|1\rangle,|b_1\rangle\}$ and $\{|3\rangle,|b_3\rangle\}$, each with internal coupling $-\sqrt2\,t$ and with no coupling between them. An electron from the left lead has no path to the right one, whatever its energy.

\subsection*{The uniform ring}

To see what happens near half flux, set $v_1=v_3=t_L=t$ and all site energies to zero. Then $x=-2t\cos k$ and $a_1=a_3=a$, with
\begin{align}
a&=-2t\cos k+te^{ik}=-te^{-ik},\\
ax-2t^2&=t^2(1+e^{-2ik})-2t^2=-2it^2s\,e^{-ik},\qquad s=\sin k .
\end{align}
Therefore $D=-4t^4(s^2e^{-2ik}+C^2)$, and
\begin{align}
|D|^2&=16t^8\left[C^4+s^4+2C^2s^2\cos2k\right]\nonumber\\
&=16t^8\left[(C^2-s^2)^2+4C^2s^2\cos^2k\right],
\end{align}
because $1+\cos2k=2\cos^2k$. The numerator is $|2t^2CxJ|^2=64t^8C^2s^2\cos^2k$, so
\begin{equation}
T=\frac{4C^2s^2\cos^2k}{(C^2-s^2)^2+4C^2s^2\cos^2k}.
\label{T}
\end{equation}

Take $E=-t$, so that $k=60^\circ$, $s^2=3/4$ and $\cos^2k=1/4$. At a quarter quantum $C^2=1/2$, and $T=(3/8)/(1/16+3/8)=6/7=0.857$. At zero flux, \eqref{T} reduces to $T=4s^2/(1+3s^2)=12/13=0.923$. A wave packet centred at this $k$, with an rms width of 12 sites in probability density, gives $0.853$ at a quarter quantum when propagated in time. The same number follows from averaging \eqref{T} over the packet's wave numbers. At half a quantum none of the packet gets through, to numerical precision.

The wave at half flux shows where the electron goes. Equation \eqref{r1} with $C=0$ gives $u_1=xJ/(ax-2t^2)=2\cos k\,e^{ik}$, hence $r=u_1-1=e^{2ik}$ and $|r|^2=1$. For $x\neq0$, \eqref{s2} and \eqref{s4} give $u_2=e^{i\pi/4}e^{ik}$ and $u_4=e^{-i\pi/4}e^{ik}$. At $E=-t$ the values of $|u_j|^2$ on sites 1 to 4 are $1,1,0,1$. Both arms are occupied, but their contributions to \eqref{s3} are $+ite^{ik}$ and $-ite^{ik}$, which cancel at the far contact.

One warning concerns $E=0$. There $x=0$ and $D=4t^4(1-C^2)$, so \eqref{main} gives $T=0$ at every flux that is not a whole number of quanta. A zero at that single energy does not identify half flux; a zero across the whole band does.

\subsection*{The peaks you see at 0.49}

Let $\varphi=\pi+\delta$ with small $\delta$, so that $C^2\approx\delta^2/4$. At fixed $k$, with $C^2\ll s^2$, \eqref{T} becomes
\begin{equation}
T\approx\delta^2\cot^2k .
\end{equation}
A flux error of $0.01\,\Phi_0$ means $|\delta|=0.0628$, and at $E=-t$ this gives $T\approx0.0013$, in agreement with wave matching.

The condition $C^2\ll s^2$ fails near the band edges, where $s\to0$. In fact \eqref{T} gives $T=1$ whenever $s=|C|$, provided neither $C$ nor $\cos k$ is zero. These peaks lie at
\begin{equation}
E=\pm2t\sqrt{1-C^2}.
\end{equation}
At $0.49\,\Phi_0$, $|C|=0.0314$ and the peaks sit at $\pm1.9990\,t$, just inside the band edges at $\pm2t$. As the flux approaches one half, they move towards the edges. Any fixed energy is eventually left behind with $T\to0$, yet the maximum over the band stays at one until half flux itself. In this ring the limit is reached energy by energy, not uniformly.

That behaviour rests on the condition $a_1x=a_3x=2t^2$ at a band edge, which makes $D$ vanish there at half flux. The uniform ring meets it at both edges. A non-uniform ring tuned to it behaves alike: with $t_L=t$, $\varepsilon_b=0$, $v_1=v_3=0.8t$ and $\varepsilon_1=\varepsilon_3=-0.36t$, a peak of height one persists at the lower edge. If neither $a_1x$ nor $a_3x$ equals $2t^2$ at a band edge, $|D|$ at half flux has a positive minimum over the whole band. By \eqref{main}, the maximum of $T$ over the band then also falls to zero, as $C^2$. This law sets in only close enough to half flux, and its prefactor can be large. Changing only the contact couplings of the uniform ring to $v_1=v_3=0.95t$ gives a maximum of about $139\,C^2$, or $0.13$ at $0.49\,\Phi_0$. With weak contacts, $v_1=v_3=0.15t$, the maximum at $0.49\,\Phi_0$ is still one, near the ring levels $\pm\sqrt2\,t$ rather than the band edges, and it has dropped to $0.003$ at $0.4999\,\Phi_0$.

The same peaks explain why flux can also help transmission. At a quarter quantum they lie at $\pm\sqrt2\,t$, close to $E=-1.5t$, where $T$ rises from $0.757$ at zero flux to $0.992$.

\subsection*{What spoils the blocking}

\textbf{Unequal arms.} Give the links magnitudes $t_{12},t_{23},t_{34},t_{41}$ and the arm sites energies $\varepsilon_2,\varepsilon_4$. Away from those two energies, solve the arm equations for $u_2,u_4$ and insert them into the equation of site 3:
\begin{align}
\left(a_3-\frac{t_{23}^2}{E-\varepsilon_2}-\frac{t_{34}^2}{E-\varepsilon_4}\right)u_3&=W u_1,\\
W&=\frac{t_{12}t_{23}e^{i\varphi/2}}{E-\varepsilon_2}+\frac{t_{41}t_{34}e^{-i\varphi/2}}{E-\varepsilon_4}.
\end{align}
At $\varphi=\pi$ the two terms carry factors $i$ and $-i$. They cancel throughout the band only if $\varepsilon_2=\varepsilon_4$ and $t_{12}t_{23}=t_{41}t_{34}$. The individual links need not be equal.

With equal links and $\varepsilon_{2,4}=\pm\eta$, $W=2it^2\eta/(E^2-\eta^2)$, so at fixed $E\ne0$ the leakage grows as $\eta^2$ for small $\eta$. For $\eta=0.1t$ at $E=-t$, in the otherwise uniform ring, $T=0.013$.

\textbf{Loss of coherence.} Attach a voltage probe of level width $\gamma$ to each arm site of the uniform ring at half flux. A probe absorbs electrons and re-emits them without phase memory, with its potential set so that it draws no net current. It replaces $x$ by $x'=x+i\gamma/2$. The direct transmission remains zero, but electrons can pass through the probes. Write $\Gamma=2t\sin k$ for the level width due to each lead. A unit source at site 1 gives an amplitude of modulus $t/|ax'-2t^2|$ on each arm site, so the transmission between either lead and either probe is
\begin{equation}
T_p=\frac{\Gamma\gamma t^2}{|ax'-2t^2|^2}.
\end{equation}
By symmetry both probes float midway between the lead potentials. Each then passes on half of $T_p$, and the two together give $T_{\rm eff}=T_p$. For $\gamma=0.02t$ at $E=-t$ this is $0.011$. At a fixed energy inside the band the leakage is linear in small $\gamma$, whereas flux and arm-energy errors enter quadratically. As with the flux, these limits are not uniform in this ring. Here $|ax'-2t^2|=t(\Gamma+\gamma/2)$, so $T_{\rm eff}=\Gamma\gamma/(\Gamma+\gamma/2)^2$, which reaches $1/2$ near the band edges, where $\Gamma=\gamma/2$, however small $\gamma$ is. Unequal arm energies likewise leave peaks of height close to one near the edges.

\subsection*{Size of the field}

The energies above are round model values in units of $t$, not those of a material. The ring's area sets the field: $B=(h/2e)/(\text{area})$ is $0.207$~T for a square of side 100~nm, but $2.3\times10^4$~T for one of side 0.3~nm, far beyond laboratory magnets. With a steady laboratory field of a few tens of tesla at most, the blocking therefore calls for a ring roughly 10~nm across or more (a square of side 10~nm needs about $21$~T), and one that stays coherent over that size. Small molecular rings are out of reach. A ring of the required size generally has arms many sites long, which the four-site proof does not cover, and the two arms must then match along their length. In a ring with two identical 20-site arms the blocking survives, but random site energies within $\pm0.05t$ let $T$ reach $0.8$ at some energies in one sample. The proof also assumes arms so thin that both routes always enclose the same flux. In wider arms the field enters the conductor itself, different paths enclose different fluxes, and blocking at every energy is no longer guaranteed. Interactions and spin-orbit coupling, which a real ring may have, lie outside the proof too, and the leakage figures above include none of these effects.

The full set of values, including transmission against flux at three energies, is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Uniform ring and leads; energies in t, flux in h/e
Example energy E = -1.0 t, k = 60.0 degrees
Transmission by wave matching:
  E = -1.5 t, flux = 0.00 h/e: T = 0.75676
  E = -1.5 t, flux = 0.25 h/e: T = 0.99213
  E = -1.5 t, flux = 0.40 h/e: T = 0.44556
  E = -1.5 t, flux = 0.49 h/e: T = 0.00507
  E = -1.5 t, flux = 0.50 h/e: T = 2.5e-31 (round-off)
  E = -1.0 t, flux = 0.00 h/e: T = 0.92308
  E = -1.0 t, flux = 0.25 h/e: T = 0.85714
  E = -1.0 t, flux = 0.40 h/e: T = 0.14324
  E = -1.0 t, flux = 0.49 h/e: T = 0.00132
  E = -1.0 t, flux = 0.50 h/e: T = 1.5e-32 (round-off)
  E = -0.5 t, flux = 0.00 h/e: T = 0.98361
  E = -0.5 t, flux = 0.25 h/e: T = 0.37975
  E = -0.5 t, flux = 0.40 h/e: T = 0.03060
  E = -0.5 t, flux = 0.49 h/e: T = 0.00026
  E = -0.5 t, flux = 0.50 h/e: T = 1.2e-31 (round-off)
E = 0, flux = 0.25 h/e: T = 0.0e+00 (round-off)
Unequal contacts, eps1, eps3 = 0.3, -0.5 t; arms at -0.2 t;
  contact couplings 0.8 and 1.3 t:
  largest T in band, half flux: 3.6e-30 (round-off)
  largest T in band, zero flux: 0.9262
Half flux, E = -1 t, unit incoming amplitude:
  reflection probability = 1.000000
  |psi|^2 on ring site 1 = 1.000000
  |psi|^2 on ring site 2 = 1.000000
  |psi|^2 on ring site 3 = 0.000000
  |psi|^2 on ring site 4 = 1.000000
Wave packet centred at k = 60 degrees, width 12 sites:
  quarter flux, propagated T = 0.852944
  quarter flux, predicted T = 0.852944
  half flux, propagated T = 0.0e+00 (round-off)
Flux 0.49 h/e: |cos(phi/2)| = 0.03141
  perfect transmission at E = +/- 1.999013 t
  T there by wave matching = 1.000000
  small-error estimate of T at E = -1 t: 0.001316
Leakage at half flux, E = -1 t:
  arm energies +0.1 and -0.1 t: T = 0.013245
  probes, gamma = 0.02 t: T_eff = 0.011415
  link products 0.600 and 0.825 t^2: T = 0.030621
Half flux quantum h/(2e) = 2.067834e-15 Wb
  field for a 100 nm square = 0.2068 T
  field for a 0.3 nm square = 2.298e+04 T
\end{verbatim}
